# Fluorine Density from the Fluorine-to-Argon Emission Ratio

In a model fluorine-containing plasma with 5 % argon, the electron density is raised a thousandfold, from $10^9$ to $10^{12}\ \mathrm{cm^{-3}}$, with the electron temperature held at 3 eV and the fluorine and argon atom densities held fixed (in a reactor, more electrons would also dissociate more of the feed gas). Both emission lines brighten about a thousandfold, yet with direct excitation alone their ratio changes by only $3\times10^{-7}$ of its value. If instead the temperature is raised from 2 to 4 eV, the factor that links the emission ratio to the density ratio rises from 0.42 to 0.59. The ratio is thus nearly blind to the number of electrons, but not to their energies. The two facts have different causes, and matching excitation thresholds concerns the second one.

## From level balance to the density ratio

Let X stand for F or Ar, with ground-state density $n_X$ and density $n_X^*$ in the emitting level. Electrons of density $n_e$ excite ground-state atoms with rate coefficient $k_X$. The level decays by radiation at total rate $A_X$ and by collisions with heavy particles at rate $\nu_X$. We assume for now that no other process fills or empties it. Then

$$
\frac{dn_X^*}{dt}=n_en_Xk_X-(A_X+\nu_X)n_X^*. \tag{1}
$$

In the steady state the left side vanishes. Defining the radiative yield $Q_X$, the fraction of excited atoms that radiate, we have

$$
n_X^*=\frac{n_en_Xk_X}{A_X+\nu_X}=\frac{n_en_Xk_XQ_X}{A_X},\qquad
Q_X=\frac{1}{1+\nu_X/A_X}. \tag{2}
$$

A fraction $b_X$ of the radiative decays goes into the observed line, and the detector responds to its photons with sensitivity $K_X$. In an optically thin plasma the signal per unit volume is

$$
S_X=K_Xb_XA_Xn_X^*=K_Xb_XQ_Xk_X\,n_en_X. \tag{3}
$$

The decay rate $A_X$ has cancelled: without quenching, every excitation ends in a photon, however long it takes. Dividing (3) for fluorine by (3) for argon removes $n_e$:

$$
\frac{S_{\rm F}}{S_{\rm Ar}}=C\,\frac{n_{\rm F}}{n_{\rm Ar}},\qquad
C=\frac{K_{\rm F}b_{\rm F}Q_{\rm F}k_{\rm F}}{K_{\rm Ar}b_{\rm Ar}Q_{\rm Ar}k_{\rm Ar}}. \tag{4}
$$

No statement about thresholds was needed. The cancellation here rests on both signals being linear in the same $n_e$, with rate coefficients that stay fixed.

The tiny remaining change comes from depletion of the ground state. Assume that atoms return to the ground state at once after radiating, so that $N_X=n_X+n_X^*$ is the total density. With $x_X=n_ek_X/(A_X+\nu_X)$, (2) then reads $n_X^*=x_X(N_X-n_X^*)$, so $n_X^*=N_Xx_X/(1+x_X)$. Written with total densities, (4) acquires the factor $(1+x_{\rm Ar})/(1+x_{\rm F})$. At $10^{12}\ \mathrm{cm^{-3}}$ the example below has $x_{\rm Ar}=9.4\times10^{-7}$ and $x_{\rm F}=6.3\times10^{-7}$. Their difference is the $3\times10^{-7}$ quoted at the start. In a real plasma, atoms held up in the lower levels of the lines deplete the ground state further and can make this change larger.

**Quenching.** The yields enter (4) as

$$
\frac{Q_{\rm F}}{Q_{\rm Ar}}=\frac{1+\nu_{\rm Ar}/A_{\rm Ar}}{1+\nu_{\rm F}/A_{\rm F}}. \tag{5}
$$

Quenching therefore need not be weak. It cancels if $\nu/A$ is the same for both levels; equal quenching rates do not suffice when the lifetimes differ. With $\nu_{\rm F}/A_{\rm F}=0.5$ and $\nu_{\rm Ar}/A_{\rm Ar}=0.2$, the ratio falls to $1.2/1.5=0.80$ of its unquenched value.

**Nonuniform plasma.** A detector collects light along a chord with coordinate $l$. If the rate coefficients and yields are uniform, integrating (3) gives

$$
\frac{S_{\rm F}}{S_{\rm Ar}}
=C\,\frac{\int n_en_{\rm F}\,dl}{\int n_en_{\rm Ar}\,dl}
=C\,\frac{\int n_en_{\rm Ar}(n_{\rm F}/n_{\rm Ar})\,dl}{\int n_en_{\rm Ar}\,dl}. \tag{6}
$$

The result is a mean density ratio weighted by $n_en_{\rm Ar}$. If the density ratio is uniform, it leaves the integral and the electron profile drops out.

Otherwise the profile can matter. Take uniform argon, $n_e\propto\cos(\pi x/2)$ and $n_{\rm F}=n_0(1-0.3x^2)$ for $-1\le x\le1$. Integration by parts gives $\int_{-1}^{1}x^2\cos(\pi x/2)\,dx=4/\pi-32/\pi^3$, while the cosine alone integrates to $4/\pi$. The weighted mean of $x^2$ is therefore $1-8/\pi^2=0.189$, and the measured density is $1-0.3(0.189)=0.943$ of the central one. The unweighted chord mean is 0.900, because $x^2$ then averages to $1/3$. The measurement favours the bright centre over the dim edges.

## What threshold matching achieves

The rate coefficient depends on the electron energy distribution $f(\varepsilon)$, normalized by $\int_0^\infty f\,d\varepsilon=1$. In atomic units an electron of energy $\varepsilon$ has speed $\sqrt{2\varepsilon}$. Neglecting the much slower motion of the atoms,

$$
k_X=\int_{E_X}^{\infty}\sigma_X(\varepsilon)\sqrt{2\varepsilon}\,f(\varepsilon)\,d\varepsilon, \tag{7}
$$

where $\sigma_X$ is the excitation cross section and $E_X$ its threshold.

Suppose that $k_{\rm F}=ck_{\rm Ar}$, with one constant $c$, for every distribution. Then

$$
\int_0^\infty\left[\sigma_{\rm F}(\varepsilon)-c\,\sigma_{\rm Ar}(\varepsilon)\right]\sqrt{2\varepsilon}\,f(\varepsilon)\,d\varepsilon=0 \tag{8}
$$

for every $f$, with each cross section set to zero below its threshold. Choosing $f$ concentrated in a narrow interval around any positive energy forces the bracket to vanish there, for continuous cross sections. Hence $\sigma_{\rm F}=c\,\sigma_{\rm Ar}$. Conversely, this proportionality gives $k_{\rm F}=ck_{\rm Ar}$ at once. Full immunity to the distribution thus requires proportional cross sections. Equal thresholds are necessary for that, but not sufficient.

**Sensitivity to temperature.** For a Maxwellian with temperature $T$ in energy units,

$$
f(\varepsilon)=\frac{2}{\sqrt\pi}\,T^{-3/2}\sqrt\varepsilon\,e^{-\varepsilon/T}. \tag{9}
$$

Inserting this in (7), and using $\sqrt2\cdot2/\sqrt\pi=\sqrt{8/\pi}$, we find

$$
k_X=\sqrt{\frac8\pi}\,T^{-3/2}J_X,\qquad
J_X=\int_{E_X}^{\infty}\sigma_X\,\varepsilon\,e^{-\varepsilon/T}d\varepsilon. \tag{10}
$$

Since $d(e^{-\varepsilon/T})/dT=(\varepsilon/T^2)e^{-\varepsilon/T}$, differentiation of $J_X$ brings down one power of energy:

$$
\frac{d\ln J_X}{d\ln T}
=\frac1T\,\frac{\int\sigma_X\varepsilon^2e^{-\varepsilon/T}d\varepsilon}{\int\sigma_X\varepsilon e^{-\varepsilon/T}d\varepsilon}
=\frac{\langle\varepsilon\rangle_X}{T}. \tag{11}
$$

The weight $\sigma_X\varepsilon e^{-\varepsilon/T}$ is proportional to the excitation rate per unit energy, so $\langle\varepsilon\rangle_X$ is the mean energy of the electrons that cause excitation. The prefactor in (10) adds $-3/2$ to $d\ln k_X/d\ln T$, equally for both gases. At fixed yields,

$$
\frac{d\ln C}{d\ln T}=\frac{\langle\varepsilon\rangle_{\rm F}-\langle\varepsilon\rangle_{\rm Ar}}{T}. \tag{12}
$$

The two lines should therefore sample electrons of the same mean energy. For the model cross sections used below, equal thresholds reduce the difference between these means at 3 eV from 1.34 to 0.18 eV. This is not a general rule: if the cross sections differ strongly in shape, equal thresholds can even widen the gap.

Equation (12) also shows how electron density can return indirectly. If a change of power alters both $n_e$ and $T$, then along that path

$$
\frac{d\ln C}{d\ln n_e}=\frac{d\ln C}{d\ln T}\,\frac{d\ln T}{d\ln n_e}. \tag{13}
$$

The statement that $C$ is independent of $n_e$ holds at fixed distribution and fixed yields.

**Behaviour near threshold.** Write $u=\varepsilon-E$ and let $\sigma=su^p$ with $p>-1$. Then (10) gives

$$
\begin{aligned}
J&=s\,e^{-E/T}\int_0^\infty u^p(E+u)e^{-u/T}du\\
&=s\,e^{-E/T}\left[E\,\Gamma(p+1)T^{p+1}+\Gamma(p+2)T^{p+2}\right].
\end{aligned} \tag{14}
$$

Using $\Gamma(p+2)=(p+1)\Gamma(p+1)$ and multiplying by the prefactor in (10),

$$
k=\sqrt{\frac8\pi}\,s\,\Gamma(p+1)\,T^{p-1/2}\left[E+(p+1)T\right]e^{-E/T}. \tag{15}
$$

For two linear onsets, $p=1$, the ratio is

$$
\frac{k_{\rm F}}{k_{\rm Ar}}=\frac{s_{\rm F}}{s_{\rm Ar}}\,
\frac{E_{\rm F}+2T}{E_{\rm Ar}+2T}\,e^{-(E_{\rm F}-E_{\rm Ar})/T}. \tag{16}
$$

Matching thresholds removes the exponential, which dominates the temperature dependence when $T$ is small. If the powers differ, however, (15) leaves a factor $T^{p_{\rm F}-p_{\rm Ar}}$ even at equal thresholds. The onset powers must match too.

Real cross sections also bend over. A simple model is

$$
\sigma_X=\frac{s_Xu}{(1+u/w_X)^2}=s_X\left(u-\frac{2u^2}{w_X}+\cdots\right), \tag{17}
$$

which peaks at $u=w_X$. For $T$ well below both $E$ and $w_X$, the leading terms of $J_X$ follow from $\int_0^\infty u\,e^{-u/T}du=T^2$ and $\int_0^\infty u^2e^{-u/T}du=2T^3$:

$$
\begin{aligned}
J_X&=s_Xe^{-E/T}\left[ET^2+2T^3-\frac{4ET^3}{w_X}+O(T^4)\right]\\
&=s_XET^2e^{-E/T}\left[1+\frac{2T}{E}-\frac{4T}{w_X}+O(T^2)\right].
\end{aligned} \tag{18}
$$

At equal thresholds the term $2T/E$ cancels in the ratio, leaving

$$
\frac{k_{\rm F}}{k_{\rm Ar}}=\frac{s_{\rm F}}{s_{\rm Ar}}
\left[1-4T\left(\frac1{w_{\rm F}}-\frac1{w_{\rm Ar}}\right)+O(T^2)\right]. \tag{19}
$$

For cross sections with linear onsets, as in (17), this is the precise low-temperature sense in which matching thresholds makes $C$ nearly constant at fixed yields. For $w_{\rm F}=12$ eV and $w_{\rm Ar}=10$ eV the coefficient of $T$ in the bracket is $0.0667\ \mathrm{eV^{-1}}$. Direct integration at 0.05 and 0.1 eV, extrapolated to zero temperature, gives 0.0666.

## A fluorine plasma step

Consider the plasma step of a fluorine-based atomic layer etching process at 20 mTorr and 400 K. The lines lie near 704 nm for fluorine and 750 nm for argon. Their thresholds are roughly 14.7 and 13.5 eV, so they do not match. The cross sections follow (17) with the widths above and $s_{\rm F}=0.03$, $s_{\rm Ar}=0.04$ Å$^2$/eV. These slopes and widths are round model parameters.

At $T=3$ eV, integration of (7) gives $k_{\rm F}=2.53\times10^{-11}$ and $k_{\rm Ar}=4.25\times10^{-11}\ \mathrm{cm^3/s}$, a ratio of 0.595. The linear-onset formula (16) gives $0.75\times1.06\times0.670=0.53$; the difference arises almost entirely because the two cross sections bend over with different widths: with both widths set to 10 eV the ratio is 0.54. With branching fractions 0.8 and 1.0, a detector response ratio of 1.1 and quenching neglected,

$$
C=1.1\times\frac{0.8}{1.0}\times0.595=0.523. \tag{20}
$$

The ideal gas law gives a total density of $4.83\times10^{14}\ \mathrm{cm^{-3}}$. Taking argon as 5 % of the gas actually present in the discharge, $n_{\rm Ar}=2.41\times10^{13}\ \mathrm{cm^{-3}}$. For a chosen signal ratio of 2.0,

$$
n_{\rm F}=\frac{2.0}{0.523}\,n_{\rm Ar}=3.82\,n_{\rm Ar}
=9.2\times10^{13}\ \mathrm{cm^{-3}}, \tag{21}
$$

or 3.8 mTorr of atomic fluorine.

Had the temperature been 2 eV, the same signal ratio would mean $1.15\times10^{14}\ \mathrm{cm^{-3}}$; at 4 eV it would mean $8.2\times10^{13}\ \mathrm{cm^{-3}}$. Relative to the 3 eV result these are changes of $+24$ % and $-11$ %. At 3 eV the mean exciting energies are 19.79 eV for fluorine and 18.45 eV for argon, so (12) gives a logarithmic sensitivity of $1.34/3=0.45$. If the mean exciting energies differed by exactly the threshold difference, the sensitivity would be $1.2/3=0.40$.

Now lower the fluorine threshold to 13.5 eV and hold everything else fixed. The sensitivity drops to 0.06. It does not vanish, because the widths still differ. The rate ratio becomes $0.732/0.88=0.83$, whereas (19) truncated at first order would give $0.75(1+0.20)=0.90$. At 3 eV the temperature is not small enough compared with the widths for (19) to be more than a guide.

The shape of the distribution matters more than this range of temperature. Replace the Maxwellian by a Druyvesteyn distribution, $f\propto\sqrt\varepsilon\,e^{-(a\varepsilon)^2}$, with the same mean energy of 4.5 eV. This lowers $C$ by 49.5 %, and the inferred fluorine density nearly doubles. The fast tail is now much steeper. Equal mean energy requires $a=0.164\ \mathrm{eV^{-1}}$, so the exponential factor falls between the two thresholds by

$$
e^{-a^2(E_{\rm F}^2-E_{\rm Ar}^2)}=0.40, \tag{22}
$$

compared with 0.67 for the Maxwellian. This accounts for a reduction of about 40 %; the rest arises in the integration above the thresholds. With equal thresholds the same replacement lowers $C$ by only 4.8 %. Here matching protects the measurement well, though not completely.

## When excitation is not direct

**Argon metastables.** Electrons can also reach the emitting argon level in two steps. Let $k_m$ be the rate coefficient for producing metastables, $k_s$ that for exciting them to the emitting level, $k_x$ that for their other electron-impact losses, and $\nu_m$ their loss rate without electrons. The metastable density $n_m$ obeys

$$
n_ek_mn_{\rm Ar}=\left[\nu_m+n_e(k_x+k_s)\right]n_m. \tag{23}
$$

The excitation rate of the emitting level is $n_e(k_{\rm Ar}n_{\rm Ar}+k_sn_m)$. Solving (23) for $n_m$ and factoring out the direct part, we obtain

$$
n_ek_{\rm Ar}n_{\rm Ar}(1+\beta),\qquad
\beta=\frac{k_s}{k_{\rm Ar}}\,\frac{n_ek_m}{\nu_m+n_e(k_x+k_s)}. \tag{24}
$$

The measured ratio is divided by $1+\beta$. At low electron density $\beta$ grows in proportion to $n_e$, so the independence fails at that order. At high density electrons both make and destroy the metastables, and $\beta$ saturates at $k_sk_m/[k_{\rm Ar}(k_x+k_s)]$.

With $k_m=7.3\times10^{-11}$, $k_s=5\times10^{-9}$, $k_x=2\times10^{-7}\ \mathrm{cm^3/s}$ and $\nu_m=10^5\ \mathrm{s^{-1}}$, the saturated value is 4.2 %. The crossover density $\nu_m/(k_x+k_s)$ is $4.9\times10^{11}\ \mathrm{cm^{-3}}$. Accordingly $\beta$ is 0.085 % at $10^{10}\ \mathrm{cm^{-3}}$ and 2.8 % at $10^{12}\ \mathrm{cm^{-3}}$. Equation (23) leaves out argon atoms that become metastable after radiating; if all of them did, $\beta$ at $10^{12}\ \mathrm{cm^{-3}}$ would be 4.5 % instead of 2.8 %. Stepwise excitation of fluorine is not included either, nor is cascading from higher levels, which also feeds real emitting levels.

**Dissociative excitation.** An electron may break a molecule and leave an excited fluorine atom in one collision. With molecular density $n_M$ and rate coefficient $k_d$, the fluorine excitation rate becomes $n_e(k_{\rm F}n_{\rm F}+k_dn_M)$, and (4) changes to

$$
\frac{S_{\rm F}}{S_{\rm Ar}}=\frac{C}{n_{\rm Ar}}\left(n_{\rm F}+\frac{k_d}{k_{\rm F}}n_M\right). \tag{25}
$$

At fixed gas composition the electron density still cancels, but proportionality to $n_{\rm F}$ is lost: a signal remains when no free fluorine is present. The real coefficient depends strongly on the molecule. For the model value $k_d=1.9\times10^{-13}\ \mathrm{cm^3/s}$ (assumed threshold 19 eV) and $n_M=3.7\times10^{14}\ \mathrm{cm^{-3}}$, the added term is 3.0 % of the direct signal. It would equal the direct signal at $n_{\rm F}=2.8\times10^{12}\ \mathrm{cm^{-3}}$, if $n_M$ stayed the same. This relative error therefore grows as the gas becomes less dissociated.

**The remaining losses.** Rough quenching coefficients of $5\times10^{-10}$ for fluorine and $2\times10^{-10}\ \mathrm{cm^3/s}$ for argon, with decay rates of $4.0\times10^7$ and $4.5\times10^7\ \mathrm{s^{-1}}$, change the ratio by $-0.39$ % through (5). Loss of the emitting levels by electron impact changes it by $+0.19$ % at $n_e=10^{12}\ \mathrm{cm^{-3}}$.

Together with stepwise and dissociative excitation, these effects raise the signal ratio by 2.6 % at $10^{10}\ \mathrm{cm^{-3}}$ and by less than 0.1 % at $10^{12}\ \mathrm{cm^{-3}}$, relative to (4) at the same fluorine density. The smaller figure does not mark a more accurate regime. There the extra argon light happens to offset the extra fluorine light. Both totals belong to the 3 eV Maxwellian: with the same densities, $k_s$ and $k_x$, the total at $10^{12}\ \mathrm{cm^{-3}}$ is about $-2.7$ % at 2 eV, $+2.1$ % at 4 eV and $-6.6$ % for the Druyvesteyn distribution.

Self-absorption is left out of these totals. If the argon level that absorbs the 750 nm line is assumed to be as populated as the metastable level, a 10 cm path has a line-centre optical depth of 0.006 at the lower electron density and 0.20 at the higher. For a Doppler-broadened line emitted uniformly along the path, the higher depth removes about 7 % of the argon signal, so the optically thin assumption is no longer safe there. Absorption of the fluorine line is not estimated.

## Reading a real measurement

The pressure, the electron temperature of a few eV and the two thresholds are in the rough range of low-pressure fluorine etching plasmas. The cross sections and loss rates are less certain, so the fluorine density in (21) illustrates the method and is not a prediction for a particular reactor. Real discharges need not have Maxwellian electrons, and among the effects sized here this moves the result most: by nearly a factor of two for the Druyvesteyn case. The direction depends on the shape: an enhanced fast tail at the same mean energy raises $C$ instead. The argon fraction also needs care. Dissociation adds particles, so at fixed pressure it dilutes the argon relative to the feed gas. If the true fraction were 4 % instead of 5 %, the inferred $n_{\rm F}$ would fall by 20 % at the same signal ratio and $C$.

Relative measurements are less demanding. If the electron distribution, yields and optics stay fixed between two conditions, $C$ cancels from their comparison, and the signal ratio multiplied by the argon density follows the fluorine density. This holds only as far as indirect excitation and self-absorption are negligible. With the dissociative excitation sized above, a tenfold drop in fluorine, made up by molecules at fixed total and argon densities, would appear as a drop by a factor of only 7.5. If the distribution changes, the threshold difference of 1.2 eV can make a change in the electrons look like a change in fluorine. The values used here are collected in the numerical output below.

## Calculated quantities

```
thresholds F, Ar: 14.7, 13.5 eV
onset slopes s F, Ar: 0.03, 0.04 angstrom^2/eV
widths w F, Ar: 12.0, 10.0 eV
total decay rates F, Ar: 4.00e+07, 4.50e+07 1/s
branching F, Ar: 0.8, 1.0; response F/Ar: 1.1
pressure 20.0 mTorr, gas 400.0 K, Ar fraction 0.05
electron temperature: 3.0 eV
gas density: 4.828e+14 cm^-3
argon density: 2.414e+13 cm^-3
k_F: 2.525e-11 cm3/s
k_Ar: 4.246e-11 cm3/s
k_F/k_Ar: 0.5948
C: 0.5234
chosen signal ratio: 2.0
n_F/n_Ar: 3.821
fluorine density: 9.224e+13 cm^-3
fluorine partial pressure: 3.82 mTorr
ratio spread, n_e 1e9 to 1e12 cm^-3: 3.1e-07 (relative)
T=2.0 eV: C 0.4209, n_F 1.147e+14 cm^-3
T=4.0 eV: C 0.5866, n_F 8.231e+13 cm^-3
mean exciting energy F, Ar: 19.786, 18.446 eV
dlnC/dlnT, real thresholds: 0.4467
dlnC/dlnT, equal thresholds: 0.0595
C with equal thresholds, 3 eV: 0.7321
low-T coefficient, numeric: 0.06661 1/eV
low-T coefficient, formula: 0.06667 1/eV
Druyvesteyn change of C: -49.5 %
same, equal thresholds: -4.8 %
wall depletion 0.3: chord mean/centre 0.9432
unequal quenching test (0.5, 0.2): factor 0.8000
quenching coefficients F, Ar: 5.0e-10, 2.0e-10 cm3/s
quenching change of ratio: -0.39 %
metastable threshold 11.5 eV: k_m 7.343e-11 cm3/s
k_s, k_x: 5.0e-09, 2.0e-07 cm3/s; nu_m 1.0e+05 1/s
electron loss coeff. F, Ar: 1.0e-07, 2.0e-07 cm3/s
dissociative threshold 19 eV: k 1.937e-13 cm3/s
molecule density (remainder): 3.664e+14 cm^-3
dissociative part of F signal/direct: 3.05 %
absorption path: 10.0 cm
n_e=1e+10 cm^-3: stepwise beta 0.085 %
  electron-loss change of ratio 0.0019 %
  line-centre optical depth, Ar 0.0061
  combined bias, no absorption 2.56 %
n_e=1e+12 cm^-3: stepwise beta 2.835 %
  electron-loss change of ratio 0.1940 %
  line-centre optical depth, Ar 0.2024
  combined bias, no absorption 0.04 %
```
